\section*{Common Lowering of Triangular-Well Subbands by a Finite Oxide Barrier}

If the oxide beside an inversion layer is replaced by an impenetrable wall, the calculated subbands lie too high, and by different amounts in different valleys. In the silicon-like example worked out below, the hard wall places the lowest level of the light-mass valleys 0.076 eV above that of the heavy-mass valleys. A barrier of 3.1 eV reduces this separation to 0.060 eV, and the calculated share of room-temperature electrons in the light-mass valleys rises from 18\% to 29\%. Yet the spacing of the two lowest heavy-mass levels stays at 0.082 eV. Both facts follow from the leading effect of weak penetration in a triangular well: it lowers all levels of a given mass by the same amount, and, with the usual matching of $\psi'/m$ at the interface, that amount is inversely proportional to the mass.

Let the semiconductor occupy $z>0$ and the oxide $z<0$. The algebra uses atomic units, $\hbar=m_e=1$. In a one-band effective-mass model, motion normal to the interface obeys
\begin{equation}
-\frac12\frac{d}{dz}\left(\frac1{m(z)}\frac{d\psi}{dz}\right)+V(z)\psi=E\psi ,
\end{equation}
with $m=m_s$, $V=Fz$ in the semiconductor and $m=m_o$, $V=V_b$ in the oxide. Here $F>0$ is the magnitude of the force pressing the electron against the oxide, and energies are measured from the semiconductor band edge at the interface. The barrier is taken as flat and thick. Integrating the equation across a vanishingly thin region around $z=0$ shows that $\psi'/m$ is continuous, because the potential is finite there; $\psi$ is continuous too. This condition comes from the ordering of mass and derivative chosen above, which is the usual model assumption and is not derived for silicon valleys facing an amorphous oxide. Other Hermitian orderings give other conditions. With the kinetic operator $\tfrac12 m^{-1/2}p^2m^{-1/2}$, the ratio $\psi'/\psi$ is continuous, the factor $m_o/m_s$ below disappears, both ladders of the example fall by about 0.008 eV, and the light-valley share stays at 18\%. The equality of the shifts within one ladder does not depend on this choice; their dependence on mass does. The force $F$ is held fixed whenever $V_b$ is varied.

For $E<V_b$ the oxide solution that decays away from the interface is
\begin{equation}
\psi\propto e^{\kappa z},\qquad \kappa(E)=\sqrt{2m_o(V_b-E)} .
\end{equation}
Its slope on the oxide side is $\kappa\psi(0)$. Continuity of $\psi'/m$ therefore gives $\psi'(0^+)/m_s=\kappa\psi(0)/m_o$, or
\begin{equation}
\psi(0)=\delta(E)\,\psi'(0^+),\qquad
\delta(E)=\frac{m_o}{m_s}\frac1{\kappa(E)} .
\label{soft}
\end{equation}
The oxide enters the semiconductor problem through the single length $\delta$. The density in the oxide falls as $e^{2\kappa z}$ and the amplitude has decay length $1/\kappa$, but the length that matters for the level is the amplitude decay length multiplied by $m_o/m_s$. A straight line drawn from the interface with the semiconductor slope, $\psi(0)+z\psi'(0^+)$, vanishes at $z=-\delta$. To the electron, the soft wall looks like a hard wall moved back by $\delta$. Moving a hard wall from $0$ to $-d$ on the same line $V=Fz$ lowers the bottom of the well, and every level with it, by $Fd$. It remains to show that this picture gives the correct leading shift, and to find where it fails.

In the semiconductor define the length $l=(2m_sF)^{-1/3}$ and the number $\varepsilon=E/(Fl)$. With $x=z/l-\varepsilon$, the wave equation becomes
\begin{equation}
\frac{d^2\psi}{dx^2}=2m_sl^2(Fz-E)\psi=2m_sFl^3\,x\,\psi=x\psi ,
\end{equation}
whose solution decaying at large $z$ is $\mathrm{Ai}(x)$. A hard wall requires $\mathrm{Ai}(-\varepsilon)=0$. With $a_n<0$ the $n$th zero of $\mathrm{Ai}$, the hard-wall levels are
\begin{equation}
E_n^{(0)}=|a_n|Fl .
\end{equation}
For the finite barrier, $\psi'(0^+)=\mathrm{Ai}'(-\varepsilon)/l$, so Eq.~(\ref{soft}) becomes
\begin{equation}
R(-\varepsilon)=s,\qquad R(x)=\frac{\mathrm{Ai}(x)}{\mathrm{Ai}'(x)},\qquad s=\frac{\delta(E)}l .
\label{match}
\end{equation}

A small $s$ means that $-\varepsilon$ lies close to a zero. Write $-\varepsilon=a_n+\eta$, which is the same as $E=E_n^{(0)}-Fl\,\eta$. Since $\mathrm{Ai}''=x\mathrm{Ai}$, the quotient rule gives
\begin{equation}
\frac{dR}{d\eta}=1-\frac{\mathrm{Ai}\,\mathrm{Ai}''}{(\mathrm{Ai}')^2}
=1-(a_n+\eta)R^2,\qquad R=0\ \text{at}\ \eta=0 .
\end{equation}
To lowest order $R=\eta$. Putting this back on the right and integrating yields
\begin{equation}
R=\eta-\frac{a_n\eta^3}{3}-\frac{\eta^4}{4}+O(\eta^5)
=\eta+\frac{|a_n|\eta^3}{3}+O(\eta^4).
\end{equation}
There is no term in $\eta^2$, because the curvature of the wave function vanishes at a hard wall. This is why the straight-line extrapolation works so well. Setting $R=s$ and solving for $\eta$ by iteration,
\begin{equation}
\eta=s-\frac{|a_n|s^3}{3}+O(s^4).
\label{eta}
\end{equation}

Let $\kappa_0=\sqrt{2m_oV_b}$, $r=m_o/m_s$ and $\delta_0=r/\kappa_0$. The first term of Eq.~(\ref{eta}), with $\delta(E)$ replaced by $\delta_0$, gives
\begin{equation}
E_n\simeq E_n^{(0)}-F\delta_0
=E_n^{(0)}-F\,\frac{m_o}{m_s}\frac1{\sqrt{2m_oV_b}} .
\label{main}
\end{equation}
The index $n$ has dropped out of the shift. It has not dropped out of the corrections, which come from two sources. First, a higher level sees a lower remaining barrier:
\begin{equation}
\delta(E)=\delta_0\left(1-\frac E{V_b}\right)^{-1/2}
=\delta_0\left(1+\frac{E_n^{(0)}}{2V_b}+\cdots\right).
\end{equation}
Second, the cubic term in Eq.~(\ref{eta}) reduces the shift by the fraction $|a_n|\delta_0^2/(3l^2)$. These are of the same order, because $1/l^2=l/l^3=2m_sFl$ and hence
\begin{equation}
\frac{\delta_0^2}{l^2}=\frac{r^2}{2m_oV_b}\,2m_sFl=\frac{rFl}{V_b},
\qquad
|a_n|\frac{\delta_0^2}{l^2}=r\,\frac{E_n^{(0)}}{V_b}.
\end{equation}
Adding them gives
\begin{equation}
E_n=E_n^{(0)}-F\delta_0\left[1+\frac{E_n^{(0)}}{V_b}
\left(\frac12-\frac r3\right)+O(V_b^{-3/2})\right]
\label{next}
\end{equation}
for fixed $n$, $F$ and masses. Replacing $E$ by $E_n^{(0)}$ inside $\delta(E)$ costs a relative term of order $F\delta_0/V_b$, and the quartic term of $R$ costs one of order $(\delta_0/l)^3$; both belong to the stated remainder. The conditions for Eq.~(\ref{main}) are thus $E_n^{(0)}\ll V_b$ and $rE_n^{(0)}\ll V_b$. At fixed barrier they fail for sufficiently high $n$. For $r<3/2$ the first correction makes higher levels drop slightly more; for $r>3/2$ it makes them drop less.

The dependence on field is also informative. The shift grows as $F$, while $E_n^{(0)}$ grows as $F^{2/3}$. The shift relative to the level is $\delta_0/(|a_n|l)$, which grows as $F^{1/3}$ and is largest for the lowest level. In the weak-field limit the hard wall becomes a good approximation even though $\delta_0$ itself does not change.

The reason for the common shift lies in the force, not in the Airy function. Take any smooth well $V(z)$ in the semiconductor. Let $\phi$ be its normalized real hard-wall state with energy $E^{(0)}$, and $\psi$ the corresponding soft-wall solution with energy $E$. Multiply the equation for $\phi$ by $\psi$, the equation for $\psi$ by $\phi$, subtract, and integrate over $z>0$:
\begin{equation}
-\frac1{2m_s}\Big[\phi'\psi-\psi'\phi\Big]_0^\infty
=(E^{(0)}-E)\int_0^\infty\phi\psi\,dz .
\end{equation}
The upper limit contributes nothing, and $\phi(0)=0$. Using $\psi(0)=\delta\psi'(0)$ and then letting $\psi\to\phi$ in the remaining factors,
\begin{equation}
E-E^{(0)}\simeq-\delta_0\,\frac{\phi'(0)^2}{2m_s}.
\label{slope}
\end{equation}
To interpret the slope, multiply the hard-wall equation by $\phi'$ and integrate. The kinetic term gives $\phi'(0)^2/(4m_s)$, and the potential term is integrated by parts:
\begin{equation}
0=\frac{\phi'(0)^2}{4m_s}
+\frac12\Big[(V-E^{(0)})\phi^2\Big]_0^\infty
-\frac12\int_0^\infty V'\phi^2\,dz .
\end{equation}
The bracket vanishes, so
\begin{equation}
\frac{\phi'(0)^2}{2m_s}=\left\langle\frac{dV}{dz}\right\rangle ,
\qquad
E-E^{(0)}\simeq-\delta_0\left\langle\frac{dV}{dz}\right\rangle .
\label{force}
\end{equation}
In a stationary state the wall must push back with the mean force of the well, and that push fixes the slope at the wall. In a triangular well the mean force is $F$ in every state, however far the state extends.

A curved well separates this explanation from a mere property of low levels. For the half-parabola $V=cz^2$ with $c=0.02$ eV/nm$^2$, mass 0.92 and a barrier of 30 eV, the mean forces in the four lowest states are 0.0541, 0.0812, 0.1015 and 0.1184 eV/nm. The level lowerings found by diagonalization, divided by $\delta_0$, are 0.0538, 0.0809, 0.1014 and 0.1185 eV/nm. The shifts differ by more than a factor of two, and they follow the mean force within 1\%.

The probability $P$ of finding the electron in the oxide is likewise common to all levels at leading order. For a normalized state $dE/dV_b=\langle\partial H/\partial V_b\rangle=P$, since the change of the state itself contributes nothing to first order. As $\delta_0\propto V_b^{-1/2}$, Eq.~(\ref{main}) gives
\begin{equation}
P\simeq-\frac{d(F\delta_0)}{dV_b}=\frac{F\delta_0}{2V_b}.
\end{equation}
Direct integration agrees: $P=\psi(0)^2/(2\kappa_0)$, where $\psi(0)^2=\delta_0^2\,2m_sF$, so $P=m_sF\delta_0^2/\kappa_0=F\delta_0m_o/\kappa_0^2$, and $\kappa_0^2=2m_oV_b$. Penetration costs a potential energy $PV_b=F\delta_0/2$ in the oxide, yet the level falls by $F\delta_0=2PV_b$. The same derivative rule, applied to $F$, shows where the energy goes. The mean potential energy in the semiconductor is $F\,dE/dF$. Since $E_n^{(0)}\propto F^{2/3}$, this is $2E_n^{(0)}/3$ for the hard wall and $2E_n^{(0)}/3-F\delta_0$ for the soft one, so it falls by $F\delta_0$. The kinetic energy, which is the rest of $E_n$, must then fall by $F\delta_0/2$, just offsetting the cost in the oxide.

For numbers, take a surface field of 0.5 MV/cm, so $F=0.050$ eV/nm, with $V_b=3.1$ eV and $m_o=0.50$. These are rough values for electrons at a (100) silicon surface under silicon dioxide. Silicon's six conduction valleys then form two ladders: two valleys with normal mass 0.92, called heavy here, and four with normal mass 0.19, called light. The oxide decay length is $1/\kappa_0=0.1568$ nm in both cases, but the weighted lengths differ:
\begin{align}
\delta_0^{\rm heavy}&=\frac{0.50}{0.92}(0.1568)=0.0852\ \text{nm},&
F\delta_0&=0.00426\ \text{eV}=4.26\ \text{meV},\\
\delta_0^{\rm light}&=\frac{0.50}{0.19}(0.1568)=0.4126\ \text{nm},&
F\delta_0&=0.0206\ \text{eV}=20.6\ \text{meV}.
\end{align}
The common shift is therefore common within a ladder, not across ladders. Omitting the mass ratio would give 0.0078 eV for both.

Diagonalizing the Hamiltonian on a grid, without using Eq.~(\ref{match}), gives the following lowerings in eV, beside those of Eq.~(\ref{next}):
\begin{equation}
\begin{array}{c|cc|cc}
 &\multicolumn{2}{c|}{\text{heavy}}&\multicolumn{2}{c}{\text{light}}\\
n&\text{grid}&\text{formula}&\text{grid}&\text{formula}\\ \hline
1&0.00431&0.00431&0.02021&0.02016\\
2&0.00434&0.00434&0.01992&0.01981\\
3&0.00438&0.00437&0.01970&0.01953\\
4&0.00441&0.00440&0.01952&0.01928
\end{array}
\end{equation}
The opposite trends are those predicted by $1/2-r/3$, which is $0.32$ for the heavy ladder and $-0.38$ for the light one. For the fourth light level, $E_4^{(0)}/V_b=0.539/3.1=0.174$, so the bracket in Eq.~(\ref{next}) is $1-0.38(0.174)=0.93$. The leading result is then 5.7\% above the grid value, and the corrected formula 1.2\% below it. This level is near the edge of weak penetration: its two separate corrections are $+0.087$ and $-0.153$, and they partly cancel.

The lowest heavy level has $P=7.1\times10^{-4}$ on the grid, against $0.00426/(2\times3.1)=6.9\times10^{-4}$ from the leading formula. Differentiating Eq.~(\ref{next}) multiplies its first correction by three, since $V_b^{-3/2}$ replaces $V_b^{-1/2}$. This raises the estimate by $3(0.32)(0.110/3.1)=3.4\%$ and accounts for the difference.

The occupations quoted at the start follow from Boltzmann weights at 300 K, with four levels per ladder and the valley numbers and in-plane masses included. The barrier lowers the light ladder by 0.0159 eV relative to the heavy one at $n=1$. With $k_BT=0.0259$ eV, this multiplies the light-to-heavy population ratio by about $e^{0.0159/0.0259}=1.85$. Boltzmann statistics are roughly adequate here: at an inversion density of $3\times10^{11}$ cm$^{-2}$, even placing all electrons in the lowest level would fill only 0.07 of its thermal capacity. Fermi--Dirac occupation at this density raises both shares by about 0.4 percentage points, to 19\% and 30\%.

A real inversion layer departs from this model by amounts that can rival the shift. The classical image potential in the semiconductor, repulsive because the oxide has the smaller permittivity, raises the lowest heavy level by 0.013 eV, three times the barrier lowering. It also cuts that state's mean force by 33\%, so Eq.~(\ref{force}) would reduce the lowering from 0.0043 to about 0.0029 eV. In the oxide the image potential acts the other way: at half a decay length it lowers the barrier by 0.59 eV, which would lengthen $\delta_0$ by a factor $\sqrt{3.1/2.51}=1.11$. These are only rough estimates: the classical image potential diverges at the interface, whereas Eq.~(\ref{force}) assumes a smooth well, and both numbers depend on how the divergence is rounded off at atomic distances, where the classical form cannot be trusted. Nor can the interface be taken as sharp on the scale of the heavy-ladder $\delta_0$, which is below 0.1 nm: moving the wall by 0.1 nm changes every level by 0.005 eV, more than the heavy-ladder shift.

For the light ladder the largest doubt concerns momentum along the interface. Its valleys lie at nonzero in-plane wave vector $k$. If an ideal interface conserves $k$ and the oxide band is parabolic about $k=0$, then $\kappa_0$ becomes $\sqrt{\kappa_0^2+k^2}$. For silicon's rough valley position this multiplies $\delta_0$ by 0.54 and the leading shift falls from 0.021 to 0.011 eV. The light-valley share would then rise from 18\% only to 23\%. The heavy valleys also lie at nonzero wave vector, directed normal to the interface; a sharp interface mixes and splits them by an amount that depends on atomic detail and that a one-band envelope model cannot give. The bands are not parabolic either. A silicon nonparabolicity of about 0.5 eV$^{-1}$ lowers the first light level by 0.003 eV and the fourth by 0.025 eV, and raises the hard-wall light share to 20\%. In the oxide the state lies 3.1 eV inside a gap of about 9 eV; a two-band dispersion with band-edge mass 0.50 changes $\delta_0$ by about 20\%, downward if the energy-dependent mass is used in the matching and upward if the band-edge mass is kept.

The field is not uniform either. At a doping of $8\times10^{17}$ cm$^{-3}$ the depletion layer is 40 nm deep, and its force falls linearly with depth. To first order, using the mean distances in the triangular well, the mean forces are reduced by 4\% and 11\% for the first and fourth heavy levels, and by 6\% and 18\% for the corresponding light levels. This spoils the equality of the shifts more than the finite barrier itself does. If $F$ is the depletion force at the surface, the inversion charge adds 4.6\% to the mean force when it occupies a single subband. That contribution is proportional to the density, so in strong inversion the triangular well is no longer a fair model. Eq.~(\ref{force}) then gives the leading lowering only for a smooth well held fixed. It leaves out the change of the well itself when the inversion charge moves toward the oxide.

Three further effects are small here: the slope of the oxide potential, thermal motion along the interface in the heavy ladder, and tunnelling to the gate. The oxide potential actually falls toward the gate with force $F_o=0.15$ eV/nm. The ratio $q=\psi'/\psi$ in the oxide obeys $q'+q^2=\kappa^2(z)$, so for a slowly varying barrier $q\simeq\kappa-\kappa'/(2\kappa)$ with $\kappa'=m_oF_o/\kappa$. The length $\delta_0$ grows by the fraction $m_oF_o/(2\kappa_0^3)=F_o/(4\kappa_0V_b)$, or 0.2\%. Thermal in-plane motion changes the heavy-ladder length by 0.3\%. A 3 nm oxide gives tunnelling widths of order $10^{-18}$ to $10^{-17}$ eV, and its field of 1.5 MV/cm is well below a rough breakdown field of 10 MV/cm.

\section*{Numbers as computed}
\begin{verbatim}
Surface field: 0.50 MV/cm
Confining force: 0.050 eV/nm
Barrier: 3.10 eV; oxide mass: 0.50 m_e
Permittivities Si, oxide: 11.7, 3.9 (no unit)
Oxide decay constant: 6.3783 1/nm
Oxide decay length: 0.1568 nm
heavy ladder: normal mass 0.92 m_e
  Airy length: 0.9391 nm
  weighted length: 0.0852 nm
  leading lowering: 0.00426 eV = 4.26 meV
  n, hard level, soft level, lowering, next formula (eV)
  1 0.10979 0.10548 0.00431 0.00431
  2 0.19195 0.18761 0.00434 0.00434
  3 0.25922 0.25485 0.00438 0.00437
  4 0.31868 0.31427 0.00441 0.00440
light ladder: normal mass 0.19 m_e
  Airy length: 1.5888 nm
  weighted length: 0.4126 nm
  leading lowering: 0.02063 eV = 20.63 meV
  n, hard level, soft level, lowering, next formula (eV)
  1 0.18574 0.16553 0.02021 0.02016
  2 0.32474 0.30483 0.01992 0.01981
  3 0.43855 0.41885 0.01970 0.01953
  4 0.53913 0.51961 0.01952 0.01928
Heavy n=1 oxide probability: 7.098e-04 (no unit)
Leading probability: 6.872e-04 (no unit)
Half-parabola mean forces, n=1..4 (eV/nm):
  0.05414 0.08121 0.10152 0.11844
Half-parabola lowering / weighted length (eV/nm):
  0.05376 0.08094 0.10141 0.11853
Estimated effects outside the model:
heavy n=1 image rise: 0.01317 eV
  image cut in mean force: 32.6 %
  mean distance n=1, n=4: 1.46, 4.25 nm
  depletion cut n=1, n=4: 3.6, 10.5 %
  rough tunnel width, 3.0 nm: 3.1e-18 eV
light n=1 image rise: 0.00798 eV
  image cut in mean force: 12.8 %
  mean distance n=1, n=4: 2.48, 7.19 nm
  depletion cut n=1, n=4: 6.1, 17.8 %
  rough tunnel width, 3.0 nm: 8.1e-18 eV
Image barrier cut at half decay length: 0.59 eV
Doping: 8.0e+17 cm^-3; depletion: 40.4 nm
Depletion band bending: 1.01 eV
Inversion density: 3.0e+11 cm^-2
  added mean force: 4.6 %
Oxide field: 1.50 MV/cm; rough breakdown: 10 MV/cm
Oxide slope change in length: 0.19 %
Temperature: 300 K; kT: 0.02585 eV
Heavy share, hard / soft: 81.7 / 70.7 %
Density / thermal capacity, upper bound: 0.073 (no unit)
Heavy thermal in-plane length change: 0.26 %
Light length factor if valley k kept: 0.544 (no unit)
Energy for 0.1 nm wall displacement: 0.00500 eV
\end{verbatim}
